# Neutrality Level of Coupled Ionic Chains from a Surface-Zone Average

**Q.** You want to discuss pinning with ionic chains. What is the chain, and what do you mean by its branch energy?

**A.** Sites A and B alternate along \(x\) at spacing \(a/2\), with site energies \(+D\) and \(-D\), where \(D>0\), and nearest-neighbour hopping \(t\). For Bloch amplitudes \(u\) on A and \(v\) on B, the two neighbours of each site contribute \(t(e^{ika/2}+e^{-ika/2})=2t\cos(ka/2)\), so

\[
(E-D)u=2t\cos\tfrac{ka}{2}\,v,\qquad (E+D)v=2t\cos\tfrac{ka}{2}\,u .
\]

Multiplying the two equations and cancelling \(uv\) gives

\[
E^2=D^2+4t^2\cos^2\tfrac{ka}{2}.
\]

The gap runs from \(-D\) to \(D\), with both edges at \(k=\pi/a\). States inside it decay, so I set \(k=\pi/a+i\kappa\). Then \(\cos(\pi/2+i\kappa a/2)=-i\sinh(\kappa a/2)\), and

\[
E^2=D^2-4t^2\sinh^2\tfrac{\kappa a}{2}.
\]

Valence and conduction bands are the two signs of one square root. They meet where it vanishes, at \(E=0\). That is the branch energy. Since \(\sinh^2(\kappa a/2)=(D^2-E^2)/4t^2\), it is also the energy of fastest decay, with \(\sinh(\kappa a/2)=D/2|t|\).

**Q.** Now put identical chains side by side. Why should the branch energy depend on the transverse wave vector?

**A.** Let the chains lie at spacing \(b\), with a matrix element \(+t_y\) joining A to A and B to B on neighbouring chains. For site \(j\) of chain \(n\),

\[
E\psi_{j,n}=(H_{\rm chain}\psi_n)_j+t_y(\psi_{j,n+1}+\psi_{j,n-1}).
\]

Inserting \(\psi_{j,n}=e^{ik_ybn}\phi_j\) and dividing by the phase gives

\[
E\phi_j=(H_{\rm chain}\phi)_j+2t_y\cos(k_yb)\,\phi_j .
\]

The added term is the same on both sublattices, a multiple of the identity. It moves every level of the chain, propagating or decaying, by the same energy and leaves \(\kappa\) unchanged. Hence

\[
E_B(k_y)=2t_y\cos(k_yb).
\]

With the opposite sign convention for hopping, the cosine changes sign.

**Q.** Does a gap survive this motion?

**A.** The highest valence edge is \(-D+2|t_y|\) and the lowest conduction edge is \(D-2|t_y|\). The absolute gap is therefore

\[
E_g=2D-4|t_y|,
\]

which requires \(|t_y|<D/2\). For \(t_y>0\) the valence top lies at \(k_y=0\) and the conduction bottom at \(k_yb=\pi\), so the gap is indirect. All branch energies lie inside it if \(2|t_y|<D-2|t_y|\), that is, \(|t_y|<D/4\).

**Q.** Give me numbers, so that I can judge whether the dispersion matters.

**A.** I take \(D=1.5\) eV, \(t=1.4\) eV, \(t_y=0.18\) eV, \(a=0.55\) nm and \(b=0.39\) nm. The absolute gap is \(3.00-0.72=2.28\) eV, with edges at \(\pm1.14\) eV. The largest decay constant is

\[
\kappa=\frac{2}{0.55\ \mathrm{nm}}\,\mathrm{arsinh}\frac{1.5}{2.8}=1.87\ \mathrm{nm^{-1}},
\]

so the density of a gap state at the branch energy falls by a factor \(e\) over \(1/2\kappa=0.27\) nm. The branch energies at \(k_yb=0^\circ,60^\circ,120^\circ,180^\circ\) are \(+0.36,+0.18,-0.18,-0.36\) eV. Their total spread is 0.72 eV, nearly a third of the gap.

**Q.** Then why not give each \(k_y\) its own neutrality level?

**A.** Each \(k_y\) has its own branch energy, but the metal has one Fermi level \(E_F\), which fills the states of every \(k_y\). The electrostatic dipole averaged along the interface responds to their summed charge. Neutrality is therefore a condition on that sum, not on each \(k_y\).

**Q.** You are assuming that a chain is neutral when \(E_F\) sits at its branch energy. That is a statement about complex bands. Where is the charge?

**A.** It has to be counted. Consider first a half-infinite chain that begins with A. Its end Green function \(g_A\) follows from eliminating the rest of the chain, which begins with B:

\[
g_A=\frac{1}{E-D-t^2g_B},\qquad g_B=\frac{1}{E+D-t^2g_A}.
\]

Substituting \(g_B\) in the first relation and clearing the fraction,

\[
g_A\left[(E-D)(E+D-t^2g_A)-t^2\right]=E+D-t^2g_A .
\]

The terms \(-t^2g_A\) on the two sides cancel. With \(P=D^2-E^2\), what remains is

\[
t^2(D-E)g_A^2-Pg_A-(D+E)=0 .
\]

Since \((D-E)(D+E)=P\), the roots are \([P\pm\sqrt{P^2+4t^2P}]/[2t^2(D-E)]\). For \(t\to0\) the end site must give \(g_A=1/(E-D)\), which selects the minus sign. In the gap \(g_A\) is thus negative, with

\[
|g_A(E)|=\frac{\sqrt{P(P+4t^2)}-P}{2t^2(D-E)} .
\]

The recursion keeps its form under \(E\to-E\), \(g_A\to-g_B\), \(g_B\to-g_A\). Therefore \(g_B(E)=|g_A(-E)|\).

**Q.** That is still an isolated chain. What does the metal add?

**A.** I use a wide-band metal: eliminating it adds the constant \(-i\Gamma/2\) to the energy of the end site. I take \(\Gamma\) equal at A and B ends and independent of \(k_y\). The number of electrons per spin on the chain below \(E_F\) is

\[
N=-\frac1\pi\,\mathrm{Im}\int_{-\infty}^{E_F}\mathrm{Tr}\,G\,dE,\qquad
\mathrm{Tr}\,G=\frac{d}{dE}\ln\det(E-H_{\rm eff}).
\]

The second relation holds because the added term does not depend on energy. That term acts on one site, so the determinant with the metal is the determinant without it times \(1+i\Gamma g_A/2\). The number transferred by the contact is

\[
\Delta N_A=-\frac1\pi\arg\left(1+\tfrac{i\Gamma}{2}g_A(E_F)\right)=\frac1\pi\arctan\frac{\Gamma|g_A(E_F)|}{2}.
\]

There is no hidden multiple of \(2\pi\). The phase starts at zero for \(E\to-\infty\), where \(g_A\to0\). On the way up, \(\mathrm{Im}\,g_A\le0\), so the real part \(1-(\Gamma/2)\,\mathrm{Im}\,g_A\) stays positive.

**Q.** So a contacted A end always gains electrons and is never neutral?

**A.** It gains them relative to a bare end that is already charged. I let each site have a core that balances one electron, half an electron per spin. At \(t=0\) the A sites are empty and the B sites full, so the excess per spin from the end inward is \(-\tfrac12,+\tfrac12,-\tfrac12,\dots\). The running total alternates between \(-\tfrac12\) and 0, and its macroscopic average is \(-\tfrac14\).

Turning on \(t\) does not change this value. Reflection about any site maps the infinite chain onto itself and reverses current, so no net charge flows through the bulk. The gap stays open, and \(g_A\) has no pole inside it, so no end level crosses the Fermi level. Site occupations of a 120-site chain at the full \(t\), summed with a smooth cutoff, give \(-0.25000\).

The excess electrons per spin at the contacted ends are therefore

\[
n_A(E)=\frac1\pi\arctan\frac{\Gamma|g_A(E)|}{2}-\frac14,\qquad n_B(E)=-n_A(-E).
\]

The second relation follows from \(g_B(E)=|g_A(-E)|\), with \(g_B\) positive, and from the opposite bare charge \(+\tfrac14\) of a B end.

**Q.** Setting \(n_A=0\) does not give the branch energy.

**A.** In general it does not. The condition \(n_A=0\) means that the arctangent equals \(\pi/4\), or \(|g_A(E_A)|=2/\Gamma\). For \(\Gamma=4\) eV this is \(0.5\ \mathrm{eV^{-1}}\), and the root is \(E_A=+0.225\) eV. A B face has its level at \(-0.225\) eV.

The limits show how much depends on the contact. Near \(E=D\), \(|g_A|\) diverges, so a weak contact puts \(E_A\) near the conduction edge of the chain. Near \(E=-D\), \(|g_A|\) goes to zero, so a strong contact puts it near the valence edge.

What belongs to the branch energy is the charge of an A face and a B face together, as on the two sides of a slab much thicker than the decay length:

\[
p(E)=n_A(E)+n_B(E)=n_A(E)-n_A(-E).
\]

This is odd. It also increases: a sum over eigenstates gives \(dg_A/dE=-\sum_m|\langle0|m\rangle|^2/(E-E_m)^2<0\), so the magnitude of the negative \(g_A\) grows, and \(n_A\) with it. Hence \(p\) has one zero in the gap, at \(E=0\), for any \(\Gamma>0\) that is the same at both ends. The equality matters: for the coupled chains below, widths of 4.4 eV at the A end and 3.6 eV at the B end move the zero to about \(-0.15\) eV.

**Q.** Now restore the transverse hopping. What fixes the common level?

**A.** At each \(k_y\) the chain is the same apart from its shift, so its charge is \(p(E-2t_y\cos\theta)\) with \(\theta=k_yb\). The neutrality level \(E_N\) solves

\[
\int_0^{2\pi}\frac{d\theta}{2\pi}\,p(E_N-2t_y\cos\theta)=0 .
\]

At \(E_N=0\), the contributions of \(\theta\) and \(\theta+\pi\) are \(p(-2t_y\cos\theta)\) and \(p(+2t_y\cos\theta)\), which cancel because \(p\) is odd. Since \(p\) increases, this is the only solution in the absolute gap. Thus

\[
E_N=\int_0^{2\pi}\frac{d\theta}{2\pi}\,2t_y\cos\theta=0 .
\]

For the pair of faces, the zero of the zone-averaged charge coincides with the mean branch energy. The proof needs \(|2t_y|<D\), so it also covers \(D/4<|t_y|<D/2\), where some branch energies lie outside the absolute gap. Direct diagonalization of a slab of six coupled chains, 40 sites long and with both faces on the metal, gives a neutral level at zero to rounding error, as it must, since an even number of chains has the same pairing of \(\theta\) with \(\theta+\pi\). The equality rests on this sign reversal of \(E_B\), not on the mean alone. A skewed dispersion with zero mean breaks it slightly: a ring of three chains gives \(+1\) meV, and a triangular net of chains with the same \(t_y\) gives \(+7\) meV.

**Q.** Suppose I ignore the average and use the branch energy at \(k_y=0\). What is the damage?

**A.** Then \(E_F=+0.36\) eV, and the two faces together carry a net charge. The gap-state density per face is the slope of the zone-averaged \(p\) at the neutral level, divided by the chain area \(b^2\); here I stack the sheets of chains at the same spacing \(b\), with no hopping between sheets. The factor 2 for spin cancels the factor ½ for sharing the charge between two faces. The result is \(1.40\times10^{14}\ \mathrm{eV^{-1}cm^{-2}}\). A linear estimate of the excess is

\[
1.40\times10^{14}\times0.36=5.0\times10^{13}\ \mathrm{cm^{-2}},
\]

and the full arctangent formula gives \(5.1\times10^{13}\ \mathrm{cm^{-2}}\), a charge of \(-8.2\ \mathrm{\mu C/cm^2}\) per face, averaged over the A and B faces. The faces differ: A carries \(-3.9\) and B \(-12.5\ \mathrm{\mu C/cm^2}\). Even at \(E_N=0\) they carry \(+4.9\) and \(-4.9\ \mathrm{\mu C/cm^2}\), so only their mean vanishes there.

If this charge is taken as a sheet one decay length from the metal surface, which carries the opposite charge, with a rough static relative permittivity of 11, the potential drop is

\[
\frac{0.082\ \mathrm{C/m^2}\times0.268\times10^{-9}\ \mathrm{m}}{11\times8.85\times10^{-12}\ \mathrm{F/m}}=0.23\ \mathrm{V}.
\]

The negative charge raises the semiconductor levels relative to the metal and so moves \(E_F\) back towards neutrality.

**Q.** Does that mean the Fermi level is pinned at \(E_N\)?

**A.** In the average over the two faces it is pulled towards \(E_N\), not locked to it; each face alone is pulled towards its own level, found below. Let \(x_0\) be the distance of \(E_F\) from \(E_N\) before the charge acts, and \(x\) the distance afterwards. Taking the drop as proportional to \(x\), with the value just found at 0.36 eV, gives \((0.226/0.36)x=0.63x\), so

\[
x=x_0-0.63x,\qquad x=\frac{x_0}{1.63}\approx0.6\,x_0 .
\]

About 60% of an initial misalignment survives in this estimate. It depends directly on the assumed permittivity and charge separation, and neither is well defined over a distance as short as 0.3 nm. Separations from 0.15 to 0.4 nm give fractions from about 75% to about 50%, and a permittivity of 9.1 in place of 11 gives 57% at one decay length. The figure illustrates the feedback; it is not a predicted slope for a real contact.

**Q.** A real contact has one face. Is the plain mean still right there?

**A.** To first order. Write \(\varepsilon=2t_y\cos\theta\), with \(\langle\varepsilon\rangle=0\) and \(\langle\varepsilon^2\rangle=4t_y^2\cdot\tfrac12=2t_y^2\). Setting \(E=E_A+s\) and expanding about \(E_A\), where \(n_A=0\),

\[
0=\langle n_A(E_A+s-\varepsilon)\rangle\approx n_A's+\tfrac12n_A''\cdot2t_y^2,
\qquad s\approx-t_y^2\frac{n_A''}{n_A'} .
\]

I dropped \(s^2\) and the other terms of fourth order in \(t_y\). With derivatives taken by finite differences, \(s=-15.9\) meV. Solving the averaged charge equation numerically gives \(-15.7\) meV, so the A-face level moves from 0.225 to 0.209 eV. The B-face level is the mirror image, \(-0.209\) eV, and the mean of the two remains zero.

Temperature acts in the same way. Thermal smearing has variance \(\pi^2(kT)^2/3\) in place of \(2t_y^2\). At 300 K, with \(kT=25.9\) meV, it shifts the A-face level of a single chain by about \(-0.5\) meV.

**Q.** You made the transverse hopping equal on both sublattices. What if it is not?

**A.** Let it be \(t_A\) on A and \(t_B\) on B. The site energies become \(D+2t_A\cos\theta\) and \(-D+2t_B\cos\theta\). Half their sum is the branch energy, and half their difference is a new half gap:

\[
E_B=(t_A+t_B)\cos\theta,\qquad D_\theta=D+(t_A-t_B)\cos\theta .
\]

Each \(\theta\) now has its own gap-state density \(\rho_\theta\), the slope of \(p\) at its branch energy. Linearizing the neutrality condition to \(\langle\rho_\theta(E_N-E_B)\rangle=0\) gives

\[
E_N\approx\frac{\langle\rho_\theta E_B\rangle}{\langle\rho_\theta\rangle}.
\]

The mean is now weighted. For \(t_A=0.24\) and \(t_B=0.12\) eV, which keep the same branch dispersion, both this formula and the full charge condition give \(-15.5\) meV. The negative sign means that the weight is larger where \(E_B<0\), which is here where \(D_\theta\) is smaller.

A contact width that varies as \(\Gamma(1+0.5\cos\theta)\), with equal hoppings of 0.18 eV, also weights the mean and gives \(+20\) meV. Both shifts are small beside the 0.72 eV spread.

**Q.** And hopping that you left out altogether?

**A.** Second-neighbour hopping \(t_2\) along the chain adds \(2t_2\cos ka\) to both bands. The square root vanishes where \(D^2+2t^2(1+\cos ka)=0\), so

\[
\cos ka=-1-\frac{D^2}{2t^2},\qquad E_B=-2t_2-\frac{t_2D^2}{t^2}.
\]

For \(t_2=0.10\) eV the band edges remain at \(\cos ka=-1\), so midgap is at \(-2t_2\). The branch energy lies \(0.10\times2.25/1.96=0.115\) eV below midgap. The cosine law in \(k_y\) survives, since the transverse term is still a rigid shift. The oddness of \(p\) was derived without \(t_2\), however, and the equality of neutrality level and mean branch energy fails: the pair level of the contacted slab is about \(-0.07\) eV, above midgap at \(-0.20\) eV, while the mean branch energy lies below midgap, at \(-0.315\) eV.

Equal transverse hopping in the third direction, \(t_z=t_y\), adds a second cosine. The gap shrinks to \(2D-8t_y=1.56\) eV and the branch energies span \(\pm0.72\) eV. The pair level stays at zero, because shifting both transverse phases by \(\pi\) again reverses the sign of \(E_B\).

**Q.** Which real contact should I have in mind?

**A.** The parameters are in the rough regime of a metal on gallium phosphide, a partly ionic semiconductor with an indirect gap a little above 2 eV. The model imitates the size and indirect character of that gap, not its actual bands. Its A–B spacing of 0.275 nm is twice the spacing of the (100) planes, and the midgap position of its neutral level comes from the symmetry of the two bands, not from the material. Its decay constant is also the same at every \(k_y\). In an \(sp^3s^*\) tight-binding model of the crystal, the density decay length along [100] is about 0.3 nm at zero transverse wave vector but about 0.1 nm from the zone-averaged \(\kappa\), so a plain mean cannot be assumed there. The terminating face matters: at \(\Gamma=4\) eV it moves the level by about 0.2 eV either way, and both the size and the sign of that shift depend on \(\Gamma\). Real gallium and phosphorus cores also carry unequal charges, which changes the bare end charge of \(\mp\tfrac14\). In this model that moves the A and B levels in opposite directions and leaves the pair level alone. The zero found here is therefore a reference for the two faces together, not a predicted barrier for one particular contact. It also rests on the symmetry of the contact model, a wide-band metal with equal \(\Gamma\) at both faces. A flat or semi-elliptic metal band of half width 6 eV centred 1 eV above the branch energy shifts the pair level by about \(-0.07\) eV when only electrons on the chain sites are counted; including the charge displaced in the metal gives \(-0.16\) eV for the flat band and \(-0.27\) eV for the semi-elliptic one. Unequal widths or \(t_2\) can separate the pair level from the mean branch energy by a tenth of an eV or more.

Numerical values quoted here were computed with a short program.
